# Logarithmic Stress Relaxation in a Film Held at Fixed Strain

## Result

A thin film on a thick substrate carries an equal tension $\sigma$ in all in-plane directions. The total in-plane strain and the temperature $T$ are held fixed from $t=0$, when the stress is $\sigma_0$. Let the in-plane plastic strain rate be

$$\dot\varepsilon_p=\dot\varepsilon_0\,e^{(\sigma-\sigma_0)/a},\qquad a=\frac{kT}{V},\tag{1}$$

where $V$ is the activation volume conjugate to the film stress and $\dot\varepsilon_0$ is the rate at $t=0$. Then

$$\boxed{\;\sigma(t)=\sigma_0-a\ln\!\left(1+\frac{t}{t_0}\right),\qquad t_0=\frac{a}{M\dot\varepsilon_0}\;}\tag{2}$$

with $M$ the biaxial elastic modulus. The decay is linear in time for $t\ll t_0$ and logarithmic for $t\gg t_0$. It stops being logarithmic when reverse jumps begin to count; for a symmetric barrier this happens when the stress that drives the dislocations has fallen to about $a$. Equation (2) takes $V$, the internal stress and the mobile dislocation density as constant; each assumption is relaxed below.

## Film stress and slip

Tension and extension are positive. With film normal $\mathbf n$, the stress tensor is $\sigma(\mathbf 1-\mathbf n\mathbf n)$. On a slip plane with unit normal $\mathbf m$ and unit slip direction $\mathbf d\perp\mathbf m$, the resolved shear stress is

$$\tau=\sigma\,[\mathbf m\cdot\mathbf d-(\mathbf m\cdot\mathbf n)(\mathbf d\cdot\mathbf n)]=-\sigma(\mathbf m\cdot\mathbf n)(\mathbf d\cdot\mathbf n).$$

Take a face-centred cubic film with $\mathbf n=[111]/\sqrt3$. For $\mathbf m=(11\bar1)/\sqrt3$ and $\mathbf d=[011]/\sqrt2$, the two products are $1/3$ and $2/\sqrt6$, so

$$|\tau|=s\sigma,\qquad s=\frac{2}{3\sqrt6}=0.272.$$

Each of the three inclined planes has two such directions. The third direction lies in the film plane and feels no shear stress, nor does any system on the plane parallel to the film. Six systems are therefore loaded equally.

Choose the sense of each $\mathbf d$ so that $\tau>0$. A slip rate $\dot\gamma$ then gives the normal strain rate $\dot\gamma(\mathbf m\cdot\mathbf n)(\mathbf d\cdot\mathbf n)=-s\dot\gamma$. Slip conserves volume, so the two in-plane rates add up to $+s\dot\gamma$. Equal slip on all six systems has threefold symmetry about $\mathbf n$, which makes the in-plane strain isotropic. Hence

$$\dot\varepsilon_p=\frac{s}{2}\sum\dot\gamma .$$

The work rates agree: $2\sigma\dot\varepsilon_p=s\sigma\sum\dot\gamma=\sum\tau\dot\gamma$.

A dislocation passing an obstacle is helped by the work $\tau v^*$, where $v^*$ is the Burgers vector times the area swept up to the top of the barrier. Since $\tau v^*=\sigma s v^*$,

$$V=s v^*,\qquad Q(\sigma)=Q_0+V(\sigma_0-\sigma),\qquad \dot\varepsilon_p=\dot\varepsilon_{\rm ref}\,e^{-Q/kT}.\tag{3}$$

Here $Q_0$ is the barrier at $\sigma_0$. With $\dot\varepsilon_0=\dot\varepsilon_{\rm ref}e^{-Q_0/kT}$, this is equation (1). A constant internal stress opposing the motion is absorbed in $Q_0$. A fit of film stress yields $V$, which must be divided by $s$ to obtain $v^*$.

## Integration

At constant temperature the thermal strain is constant, so fixed total strain means

$$\frac{\sigma}{M}+\varepsilon_p=\text{const}\quad\Rightarrow\quad\dot\sigma=-M\dot\varepsilon_p.\tag{4}$$

Each increment of plastic extension removes an equal elastic extension. Let $y=(\sigma_0-\sigma)/a$. Equations (1) and (4) give

$$\frac{dy}{dt}=\frac{M\dot\varepsilon_0}{a}e^{-y}=\frac{e^{-y}}{t_0}
\;\Rightarrow\;\int_0^y e^{y'}dy'=\frac{t}{t_0}
\;\Rightarrow\; e^y-1=\frac{t}{t_0},$$

which is equation (2). A stress drop of $a$ slows the flow by a factor $e$, so each further drop of $a$ takes $e$ times as long as the one before.

**Early and late times.** For $t\ll t_0$, $\ln(1+t/t_0)\simeq t/t_0$ and $\sigma_0-\sigma\simeq M\dot\varepsilon_0t$: the rate has not yet changed. At any time,

$$\frac{d\sigma}{d\log_{10}t}=-a\ln10\;\frac{t}{t+t_0},\qquad \dot\varepsilon_p=\frac{a}{M(t+t_0)}.\tag{5}$$

The slope per decade has half its final size at $t_0$. Late on, the strain rate is $a/(Mt)$, whatever the prefactor.

**Loss of memory.** Write $\dot\varepsilon_0=Ae^{\sigma_0/a}$ with $A$ fixed. Then $\sigma_0+a\ln t_0=a\ln(a/MA)$ does not depend on $\sigma_0$, and

$$\sigma(t)=a\ln\frac{a}{MA}-a\ln(t+t_0).$$

Two films that differ in starting stress alone differ later by $a\ln[(t+t_0)/(t+t_0')]$, which vanishes as $1/t$.

**Barrier climbed.** Solving $\dot\varepsilon_p=\dot\varepsilon_{\rm ref}e^{-Q/kT}$ for $Q$ and using (5),

$$Q=kT\ln\frac{\dot\varepsilon_{\rm ref}M(t+t_0)}{a}.$$

**Late start of the record.** If recording starts at $t_1$ with stress $\sigma_1$, subtracting (2) at $t_1$ from (2) at $t_1+t'$ gives

$$\sigma=\sigma_1-a\ln\!\left(1+\frac{t'}{t_0+t_1}\right).$$

The form survives, but the fitted time constant is $t_0+t_1$. The fitted $a$ is unaffected.

**Time stepping.** Because the law can be restarted from any point, a simulation can use

$$\sigma_{\rm new}=\sigma-a\ln\!\left(1+\frac{M\dot\varepsilon_p(\sigma)\,\Delta t}{a}\right).$$

This has no step-size error while $T$, $V$, $M$, the internal stress and the mobile density are constant. A log1p function avoids rounding loss for small steps.

## Where the logarithm ends

Let $\sigma_i$ be the internal stress at which forward and reverse jumps balance, and let $x=(\sigma-\sigma_i)/a$. For a symmetric barrier the forward rate is $Be^{x}$ and the reverse rate $Be^{-x}$, so the net rate is $2B\sinh x$. From here on $\tau$ denotes a time, not the resolved shear stress. Keep $\dot\varepsilon_0$ as the forward rate at the start; then $B=\dot\varepsilon_0e^{-x_0}$ and equation (4) becomes

$$\frac{dx}{dt}=-\frac{\sinh x}{\tau},\qquad \tau=\frac{a}{2MB}=\frac{t_0}{2}e^{x_0}.$$

The derivative of $\ln\tanh(x/2)$ is $1/[2\sinh(x/2)\cosh(x/2)]=1/\sinh x$. Therefore

$$\tanh\frac{x}{2}=\tanh\frac{x_0}{2}\;e^{-t/\tau}.\tag{6}$$

There are two cases.

- Strong drive, $x_0\gg1$. Then $\tanh(x_0/2)\simeq1$ and, once $t\gg t_0$, $x\simeq\ln\coth(t/2\tau)$. For $t\ll\tau$ this is $\ln(2\tau/t)=x_0-\ln(t/t_0)$, the logarithmic law. For $t\gg\tau$ it becomes $x\simeq2e^{-t/\tau}$, an exponential approach to $\sigma_i$.
- Weak drive, $x_0\ll1$. Equation (6) reduces to $x=x_0e^{-t/\tau}$ with $\tau\simeq t_0/2$. There is no logarithmic stage.

The logarithmic window $t_0\ll t\ll\tau$ thus requires $e^{x_0}\gg1$. The symmetric barrier is a model choice. If the reverse rate is $Be^{-\alpha x}$, the net rate is the forward rate times $1-e^{-(1+\alpha)x}$. The slope $-d\sigma/d\ln t$ then falls below $0.9a$ at $x\approx0.9$ for $\alpha=1$ but only at $x\approx0.2$ for $\alpha=10$. For large $\alpha$ the logarithm runs almost down to $\sigma_i$, which it reaches at $t\simeq2\tau$.

## Corrections to the rate law

**Hardening.** Let the internal stress rise as $\sigma_i=\sigma_{i0}+\theta\varepsilon_p$, and let $\Delta=\sigma_0-\sigma=M\varepsilon_p$. The driving stress $\sigma-\sigma_i$ falls by $\Delta+\theta\Delta/M=g\Delta$, with $g=1+\theta/M$. With $u=g\Delta/a$,

$$\frac{du}{dt}=\frac{g}{t_0}e^{-u}\;\Rightarrow\;\Delta=\frac{a}{g}\ln\!\left(1+\frac{gt}{t_0}\right).\tag{7}$$

The slope therefore yields an apparent activation volume $gV$. It is still a logarithm, so the curve alone cannot separate $g$ from $V$.

The same algebra shows what fixed strain does. At constant stress without hardening, $\varepsilon_p=\dot\varepsilon_0t$. At constant stress with hardening, $\dot\varepsilon_p=\dot\varepsilon_0e^{-\theta\varepsilon_p/a}$, and the creep strain is $(a/\theta)\ln(1+\theta\dot\varepsilon_0t/a)$. Elastic unloading in a strain-held film acts like hardening with $\theta$ replaced by $M$.

**Mobile density.** If the prefactor changes by a factor $f(t)$, then $e^y\,dy=f\,dt/t_0$ and

$$\Delta=a\ln\!\left(1+\frac{F}{t_0}\right),\qquad F=\int_0^tf\,dt'.$$

For $1/2\le f\le1$ we have $F\ge t/2$. The drop is then smaller than in (2) by at most $a\ln[(1+t/t_0)/(1+t/2t_0)]$, which is below $a\ln2$.

**Curved barrier.** Near the stress at which a smooth barrier disappears, the energy along the path has the form $qz-cz^3$, where $q$ is proportional to the missing stress and $c>0$. Its extrema are at $z=\pm\sqrt{q/3c}$ and differ in energy by $(4/3)q\sqrt{q/3c}$, so $Q\propto q^{3/2}$. Extending this shape over the whole relaxation as a model, and matching $Q_0$ and $V$ at the start,

$$Q^{2/3}=Q_0^{2/3}+\tfrac23VQ_0^{-1/3}(\sigma_0-\sigma),\qquad -\frac{dQ}{d\sigma}=V\left(\frac{Q}{Q_0}\right)^{1/3}.$$

The activation volume grows as the barrier rises, so the stress drops by less than (2) predicts.

**Power law.** A nearly logarithmic curve does not prove an exponential rate. Take $\dot\varepsilon_p=\dot\varepsilon_0(\sigma/\sigma_0)^n$ with the same initial sensitivity $d\ln\dot\varepsilon_p/d\sigma=n/\sigma_0=1/a$. With $w=\sigma/\sigma_0$ and $M\dot\varepsilon_0/\sigma_0=a/(\sigma_0t_0)=1/(nt_0)$,

$$\dot w=-\frac{w^n}{nt_0}\;\Rightarrow\; w^{1-n}=1+\frac{n-1}{n}\frac{t}{t_0}
\;\Rightarrow\;\sigma=\sigma_0\left[1+\frac{n-1}{n}\frac{t}{t_0}\right]^{-1/(n-1)}.$$

While the logarithm of the bracket is small against $n-1$, expanding the power gives a logarithmic drop. The late slope is $-d\sigma/d\ln t=\sigma/(n-1)$: it shrinks with the remaining stress, whereas in (2) it is constant. Late on, the slope is multiplied by $10^{-1/(n-1)}$ in each decade of time. For $n=33$ this is a loss of only 7% per decade, so a long record is needed to see it; for small $n$ the change is plain within one decade.

## Corrections from the surroundings

**Wafer compliance.** The film, of thickness $h_f$, pulls on a freely bending wafer (modulus $M_w$, thickness $h_w$) with force per width $N=\sigma h_f$. To leading order in $h_f/h_w$, the uniform compression is $N/(M_wh_w)$. The moment $Nh_w/2$ acts on the bending stiffness $M_wh_w^3/12$ and gives a curvature $6N/(M_wh_w^2)$, hence a further surface compression $3N/(M_wh_w)$. The sum is $4r\sigma/M$ with $r=Mh_f/(M_wh_w)$, and the strain balance becomes

$$\frac{(1+4r)\sigma}{M}+\varepsilon_p=\text{const}.$$

So $M$ is replaced by $M/(1+4r)$. This lengthens $t_0$ and leaves the late slope alone.

**Boundary diffusion.** Atoms can enter vertical grain boundaries from a free surface at $z=0$. Under boundary tension $\sigma_b(z)$ their chemical potential is $-\Omega\sigma_b$, with $\Omega$ the atomic volume. For boundary width times diffusivity $\delta D$, the atom current per boundary length is $J=(\delta D/kT)\,d\sigma_b/dz$. The boundary opens at the rate $\dot u=-\Omega\,dJ/dz$. For uniform $\dot u$, with $\sigma_b(0)=0$ and no current at the interface $z=h_f$,

$$\sigma_b=\frac{\dot u\,kT}{\Omega\,\delta D}\left(h_fz-\frac{z^2}{2}\right),\qquad \text{mean}=\frac{\dot u\,kT\,h_f^2}{3\,\Omega\,\delta D}.$$

Equate the mean to $\sigma$. For square columnar grains of width $L$, $\dot\varepsilon=\dot u/L$, so

$$\dot\varepsilon_{gb}=\frac{3\,\Omega\,\delta D\,\sigma}{kT\,L\,h_f^2}.$$

This rate is linear in stress. Acting alone it would give exponential relaxation if each grain could slide on the wafer while the film's overall length stayed fixed, as uniform opening down to the interface requires. A bonded film cannot open freely at its base, so the formula is a rough estimate, and some mean stress remains even when the boundaries carry none.

## Example: a copper film on silicon

The film is 1000 nm thick with 1000 nm grains and (111) texture, on a 700 µm wafer at 300 K. Rough material values are $M=260$ GPa, $M_w=180$ GPa and a Burgers vector of 0.256 nm. The model choices are $\sigma_0=300$ MPa, $\sigma_i=100$ MPa, $\dot\varepsilon_0=10^{-6}$ s⁻¹, $\dot\varepsilon_{\rm ref}=10^6$ s⁻¹ and $v^*$ equal to 100 cubed Burgers vectors, or 1.678 nm³.

Then $V=0.2722\times1.678=0.457$ nm³. With $kT=0.02585$ eV $=4.142$ MPa nm³,

$$a=\frac{4.142}{0.4566}=9.07\ \text{MPa},\qquad t_0=\frac{9.071}{(260\times10^3)(10^{-6})}=34.9\ \text{s}.$$

After one day the drop is $9.071\ln(1+86400/34.89)=70.9$ MPa, leaving 229 MPa. The stress is 291 MPa after one minute, 258 MPa after one hour and 208 MPa after ten days. Direct numerical integration of (4) agrees with (2) to within 0.001 MPa at these four times. The last decade loses 20.9 MPa, and inserting that slope in $V=kT\ln10/|\Delta\sigma|$ returns 0.457 nm³.

The one-day plastic strain is $2.7\times10^{-4}$. The barrier has risen from 0.714 to 0.916 eV. A film started at 320 MPa under the same rate law has $t_0'=34.89\,e^{-20/9.071}=3.8$ s, and after one day its excess stress is 0.003 MPa.

**End of the window.** Here $x_0=200/9.071=22.05$, so $\tau$ is about 2000 years. At $\tau$ the driving stress is 7.0 MPa, against 6.3 MPa from the plain logarithm; at $2\tau$ it is 2.5 MPa, where the logarithm gives zero. The time is exponentially sensitive to $\sigma_i$. With $\sigma_i=200$ MPa and the same $\dot\varepsilon_0$, $x_0$ halves and $\tau=(34.89/2)e^{11.02}\simeq10^6$ s, about 12 days.

**Size of the rate-law corrections.** Each is applied separately, with the other inputs fixed.

| Case | One-day drop (MPa) |
|---|---|
| Equation (2) | 70.9 |
| Hardening, $\theta=26$ GPa | 65.2 |
| Mobile density falling to one half | 65.0 |
| Power law, $n=33.1$ | 64.7 |
| Curved barrier | 68.5 |

The hardening case has $g=1.1$ and an apparent $V$ of 0.502 nm³. The density case uses $f=\frac12(1+e^{-t/1\,\mathrm h})$; its loss of 5.9 MPa lies under the bound $a\ln2=6.3$ MPa. For the curved barrier, $V$ grows by the factor $(0.916/0.714)^{1/3}\simeq1.09$ during the day.

**Surroundings.** The wafer correction $4r$ is 0.8% and raises the one-day stress by $a\ln(1+4r)=0.07$ MPa. For boundary diffusion, rough inputs are $\delta D=5\times10^{12}$ nm³/s times $e^{-1.08\,\mathrm{eV}/kT}$. At 229 MPa and 300 K the creep rate is $7\times10^{-15}$ s⁻¹, far below the glide rate of $4.0\times10^{-10}$ s⁻¹ at one day. At 400 K and the same stress it is $1.8\times10^{-10}$ s⁻¹. Glide would not let that stress last, however. The next estimate is for a separate film already under tension at 400 K; heating the film above by 100 K would remove about 364 MPa and leave it in compression. With the same $V$, $\dot\varepsilon_{\rm ref}$ and barrier, a film that starts at 300 MPa at 400 K has $a=12.1$ MPa, $\dot\varepsilon_0=10^{-3}$ s⁻¹ and $t_0=0.047$ s, so (2) leaves 125 MPa after a day. Boundary creep at that stress is $1.0\times10^{-10}$ s⁻¹, about a fifth of the glide rate of $5.4\times10^{-10}$ s⁻¹ given by (5). Adding it lowers the one-day stress by only about 1 MPa, because glide slows in response, but the effect is larger after ten days. That comparison needs (6) rather than (2): with $\sigma_i=100$ MPa, $\tau$ at 400 K is only about 4 days, and (2) would fall to 98 MPa, below $\sigma_i$. With reverse jumps the ten-day stress is 102 MPa, and boundary creep lowers it to 96 MPa.

Temperature control matters more. With a rough expansion mismatch of 14 ppm/K, heating by 1 K removes 3.6 MPa of tension, about a sixth of a decade's relaxation. At fixed stress the extra kelvin would speed initial glide by 9.6%. At fixed wafer constraint the lost tension multiplies the rate by $e^{-3.64/9.071}=0.67$, and the net factor is $1.096\times0.67\simeq0.73$. Slight heating at the start therefore slows this film at first, but the difference in rate has faded after an hour, leaving a stress offset of about 1 MPa rather than 3.6 MPa. A step of 1 K applied later fades only on the scale of the time already elapsed: applied after one day, it leaves the rate 24% lower an hour later and the stress 2.5 MPa lower a day later.

**Relation to real films.** A stress of a few hundred MPa is a typical rough magnitude for copper films on silicon near room temperature after annealing. The activation volume, initial rate and internal stress depend on processing, so the calculated relaxation is an illustration rather than a prediction for a given film. Real films may harden more than assumed: $\theta=M$ would give $g=2$ and halve the late slope. Mixed texture spreads $s$ and $M$ among grains. Patterned lines are not under equal biaxial stress, and a cap that blocks surface diffusion removes the source assumed for boundary creep. For such structures (2) can serve as a fitting form, but the conversion from its slope to $v^*$ must be derived again.

## Computed values

```
Temperature: 300 K
Biaxial modulus of film: 260 GPa
Starting stress: 300 MPa
Athermal internal stress: 100 MPa
Initial plastic strain rate: 1e-06 1/s
Barrier-free strain rate: 1e+06 1/s
Burgers vector: 0.256 nm
Shear activation volume: 1.678 nm^3
Active slip systems: 6
Resolving factor s: 0.2722
Film activation volume V: 0.4566 nm^3
kT: 0.02585 eV
Stress scale kT/V: 9.071 MPa
Time t0: 34.89 s
Final slope per decade: 20.89 MPa
Stress after 1 minute: 290.9 MPa
Stress after 1 hour: 257.9 MPa
Stress after 1 day: 229.1 MPa
Stress after 10 days: 208.2 MPa
Stress drop in 1 day: 70.89 MPa
Plastic strain in 1 day: 0.0002727
Plastic strain rate at 1 day: 4.036e-10 1/s
V recovered from days 1 to 10: 0.4567 nm^3
Higher starting stress: 320 MPa
Its excess stress after 1 day: 0.0033 MPa
Barrier at start: 0.7143 eV
Barrier after 1 day: 0.9164 eV
Initial effective stress over kT/V: 22.05
End time of log law: 2.08e+03 years
Effective stress at end time: 7 MPa
Log law there: 6.29 MPa
Effective stress at twice end time: 2.47 MPa
Hardening rate: 26 GPa
1-day drop with hardening: 65.23 MPa
Apparent V with hardening: 0.5023 nm^3
1-day drop, mobile density halving: 64.98 MPa
Bound on that loss: 6.29 MPa
Power-law exponent: 33.07
1-day drop, power law: 64.65 MPa
1-day drop, curved barrier: 68.53 MPa
Film thickness and grain size: 1000 nm
Wafer thickness: 700 um
Wafer biaxial modulus: 180 GPa
Wafer compliance correction 4r: 0.825 %
Its effect on 1-day stress: 0.075 MPa
Boundary width*diffusivity prefactor: 5e+12 nm^3/s
Boundary diffusion energy: 1.08 eV
Boundary creep at 1-day stress, 300 K: 7.1e-15 1/s
Boundary creep at same stress, 400 K: 1.8e-10 1/s
Thermal expansion mismatch: 14 ppm/K
Stress change for 1 K drift: 3.64 MPa
Glide rate change for 1 K at fixed stress: 9.6 %
```
